Steady Dopant Pileup Ahead of a Constant-Velocity Silicide Interface

**1. Result**

A silicide layer grows by consuming silicon that is uniformly doped to concentration C0. Its interface advances into the silicon at constant speed v. At distance ξ ahead of the interface, the steady dopant concentration in the silicon is

C(ξ) = C0 [1 + (1/K − 1) exp(−ξ/L)],  L = D/v,  K = βk. (1)

Here D is the dopant diffusivity in silicon, k = C_sil/C(0) is the ratio of silicide to silicon concentration at the interface, and β is the volume of silicide formed per volume of silicon consumed. Dopant piles up if K < 1 and is depleted if K > 1. The segregation coefficient k enters only through the product βk, because the two phases do not have equal volumes.

**2. Setting and assumptions**

The interface is planar, and new silicide forms at its boundary with the silicon. The dopant stays dissolved, crosses the interface fast enough to keep k constant, and is not lost elsewhere. D is constant, and electric fields are left out until section 7. The doped silicon must extend several L beyond the depth consumed, and L must be much larger than the atomic spacing.

Constant v is a real restriction. It holds when an interface reaction or a steady metal supply controls growth. If diffusion through the silicide controls it, the consumed depth s obeys v = B/s with B constant. Then L = Ds/B grows with s, and no profile of fixed width can form.

**3. Dopant flow in the moving frame**

Let x be fixed to the silicon lattice, with the interface at x = vt. There is no drift in this frame, so

∂C/∂t = D ∂²C/∂x².

Put ξ = x − vt. At fixed x, ξ falls at rate v, so the time derivative at fixed x equals ∂C/∂t − v ∂C/∂ξ in the new variables. Therefore

∂C/∂t = D ∂²C/∂ξ² + v ∂C/∂ξ = ∂F/∂ξ,  F = D ∂C/∂ξ + vC. (2)

F is the dopant flow per area toward the interface. The term vC is dopant carried in with the lattice. In a pileup ∂C/∂ξ is negative, so diffusion carries dopant away from the interface and lowers F.

In the steady state ∂F/∂ξ = 0. Far ahead, C → C0 and the gradient vanishes, which fixes the constant:

D dC/dξ + vC = vC0. (3)

**4. Interface balance and profile**

In time dt the interface consumes a thickness v dt of silicon and forms a thickness βv dt of silicide. This new layer holds βv dt C_sil dopant atoms per area. With C_sil = kC(0), the flow into the silicide is

F(0) = βvk C(0) = KvC(0). (4)

In the steady state F(0) = vC0, so

C(0) = C0/K,  C_sil = kC0/(βk) = C0/β. (5)

The peak does not depend on D or v. It is the concentration at which the silicide removes dopant as fast as the silicon brings it. A constant number of atoms held in the interface itself would not alter this balance, since its rate of change is zero.

Now let y = C − C0. Equation (3) becomes

D dy/dξ = −vy, hence y(ξ) = y(0) exp(−vξ/D).

From (5), y(0) = C0(1/K − 1), which gives (1). Outward diffusion of the excess balances its return by the advancing interface at every ξ. The length D/v is the distance over which the excess falls by a factor e.

The excess dose per area is

Q = ∫₀^∞ (C − C0) dξ = C0(1/K − 1)L. (6)

For a pileup (K < 1) at fixed D and K, a slower interface gives the same peak but a wider profile and a larger dose.

For K = 1 the silicon stays uniform. For K → ∞, C(0) → 0 while the silicide still holds C0/β. For K = 0 there is no steady state: all dopant from the consumed silicon is returned to the remaining silicon, and the excess dose grows as C0vt.

**5. Dopant budget in the fixed frame**

Follow the region from the silicide surface to a fixed plane X in the silicon. By (5) the silicide contains βvt C_sil = C0vt. The silicon between vt and X contains

C0(X − vt) + Q[1 − exp(−(X − vt)/L)].

The terms in C0vt cancel, and the total changes at the rate

−(Qv/L) exp(−(X − vt)/L).

The diffusive flow into the region through X is D ∂C/∂x. By (1) it equals −(D/L)C0(1/K − 1) exp(−(X − vt)/L). Since D/L = v and C0(1/K − 1) = Q/L, the two rates agree.

The steady solution carries the dose Q along unchanged. For K < 1, that dose must first be built up while early silicide takes in less dopant than the steady amount.

**6. Approach to the steady state**

Suppose dopant is immobile once it is inside the silicide. Use

z = ξ/L,  τ = vt/L,  c = C/C0.

Thus τ is the consumed silicon depth divided by L. Each term of (2) acquires the common factor v/L, because D/L² = v/L. With w = c − 1,

w_τ = w_zz + w_z,  w = 0 at τ = 0,  w → 0 as z → ∞.

Condition (4) reads c_z + c = Kc at z = 0, or

w_z + (1 − K)(1 + w) = 0.

Take the Laplace transform W(z,p) of w. The equation pW = W″ + W′ has solutions exp(−λz) with λ² − λ − p = 0. The decaying one has

λ = 1/2 + q,  q = √(p + 1/4).

Write W = A exp(−λz). The transform of 1 is 1/p, so the boundary condition gives

−λA + (1 − K)(1/p + A) = 0,
A = (1 − K)/[p(λ − 1 + K)].

Since p = q² − 1/4 = (q − 1/2)(q + 1/2),

A = (1 − K)/[(q − 1/2)(q + 1/2)(q + K − 1/2)]
 = [(1 − K)/K]/(q − 1/2) + 1/(q + 1/2) − (1/K)/(q + K − 1/2). (7)

Each numerator follows by setting q to the zero of its denominator in the other two factors. The numerators add to zero.

To invert 1/(√s + a), consider g(τ) = exp(a²τ) erfc(a√τ). Differentiation gives

g′ = a²g − a/√(πτ),  g(0) = 1.

The transform of 1/√(πτ) is 1/√s, as the substitution τ = y² shows. Hence the transform G obeys sG − 1 = a²G − a/√s, so

G = (1 − a/√s)/(s − a²) = 1/[√s(√s + a)].

Then 1/√s − aG = 1/(√s + a), and the inverse of 1/(√s + a) is

1/√(πτ) − a exp(a²τ) erfc(a√τ).

In (7), s = p + 1/4, which adds a factor exp(−τ/4). The 1/√(πτ) parts cancel because the numerators add to zero. The three values of a are −1/2, 1/2 and K − 1/2. With E = erf(√τ/2), the first two terms give

[(1 − K)/(2K)](1 + E) − (1 − E)/2 = (1 + E)/(2K) − 1.

In the third, (K − 1/2)² − 1/4 = −K(1 − K). Adding 1 to return from w to c,

c(0,τ) = {1 + E + (2K − 1) exp[−K(1 − K)τ] erfc[(2K − 1)√τ/2]}/(2K). (8)

At τ = 0 this equals 1. For K < 1/2 the erfc tends to 2, and at late times

c(0,τ) ≈ 1/K − [(1 − 2K)/K] exp[−K(1 − K)τ]. (9)

The final decay depth, in consumed silicon, is therefore L/[K(1 − K)]. Strong rejection makes it long. For K ≥ 1/2 the late decay is exp(−τ/4) times a power of τ: τ^(−1/2) at K = 1/2 and τ^(−3/2) for K > 1/2, the latter reached only slowly when K is near 1/2. The exception is K = 1, where c = 1 at all times.

These formulas were compared with a numerical evolution from uniform doping. For K = 0.2895 at τ = 60, the profile differed from (1) by at most 1.2 × 10⁻⁴ C0. For K = 0.1, 0.2895, 0.7 and 2, at τ = 0.5, 2 and 8, the interface value agreed with (8) to a relative 1.5 × 10⁻⁴. For K = 0.1, the decay rate between τ = 30 and 40 was 0.09001, against K(1 − K) = 0.09.

**7. Three changes to the model**

*Rapid mixing in the silicide.* If dopant spreads quickly through the whole silicide, all of it has concentration kC(0,t). It then holds KvtC(0,t) atoms per area, and (4) is replaced by

c_z + c = d(Kτc)/dτ at z = 0.

Integrating (2) over the silicon, and then over time, gives the total balance

Kτc(0) + ∫₀^∞ (c − 1) dz = τ.

When c(0) changes slowly, the excess is close to [c(0) − 1] exp(−z), whose integral is c(0) − 1. Then

c(0) ≈ (τ + 1)/(Kτ + 1),  1/K − c(0) ≈ (1 − K)/[K(Kτ + 1)]. (10)

The final peak is still 1/K: the excess dose stays bounded, so the total balance requires Kc(0) → 1 as τ grows. The approach is now algebraic, because the earlier silicide must also be filled to the final concentration.

*Diffusivity that depends on concentration.* Equation (3) becomes D(C) dC/dξ = −v(C − C0). The balance (5) does not contain D, so the peak stays at C0/K. Substituting (C − C0)dξ = −D(C)dC/v into (6) gives

Q = (1/v) ∫ D(C) dC, from C0 to C0/K. (11)

For boron, a negatively charged acceptor, suppose that all diffusion uses positively charged defects, so that the bare diffusivity is Dp/n_i. Here p is the hole density and n_i the intrinsic carrier density. Neutrality, p = C + n_i²/p, gives

p = (C + S)/2,  S = √(C² + 4n_i²),  dp/dC = p/S.

Holes in equilibrium with the potential φ obey d(ln p)/dξ = −(e/k_BT)dφ/dξ. The diffusion and drift of the negative ions then combine into a flux −(Dp/n_i)[dC/dξ + C d(ln p)/dξ]. Since d(ln p)/dξ = (1/S)dC/dξ,

D(C) = D(p/n_i)(1 + C/S). (12)

*Band bending at the interface.* Let the dopant have potential energy u k_BT exp(−ξ/ℓ), with ℓ ≪ L, and write U = u exp(−ξ/ℓ). Equation (3) gains a drift term:

dC/dξ + C dU/dξ = −(C − C0)/L.

Multiplying by exp(U) makes the left side d[C exp(U)]/dξ. Across the thin layer the right side changes C exp(U) by a relative amount of order ℓ/L, so the concentration just outside is C(0)exp(u). Equation (4) still fixes C(0) = C0/K, but the tail becomes

C − C0 ≈ C0[exp(u)/K − 1] exp(−ξ/L). (13)

Attraction to the interface, u < 0, lowers the concentration throughout the tail. A pileup there is weakened and, if exp(u) < K, becomes a depletion. A profile measured outside the layer would thus give an apparent segregation coefficient k exp(−u).

**8. Worked example: boron at 950 °C**

Take boron-doped silicon consumed by cobalt disilicide, with cobalt supplied at a constant rate. The material inputs are rough values adopted for this calculation, not reference data: atomic volumes of 0.0200 nm³ for silicon and 0.0111 nm³ for cobalt, 0.0386 nm³ per CoSi₂ unit, and a boron diffusivity with prefactor 0.8 cm²/s and activation energy 3.5 eV. The values k = 0.3, v = 0.02 nm/s and C0 = 10¹⁸ cm⁻³ are chosen for illustration; k is not a measured coefficient.

Each CoSi₂ unit consumes two silicon atoms, so

β = 0.0386/(2 × 0.0200) = 0.965,
K = 0.965 × 0.3 = 0.2895.

The cobalt supply needed is 0.02 × 0.0111/0.0400 = 0.00555 nm/s. At k_BT = 0.1054 eV the diffusivity is 3.03 × 10⁻¹⁵ cm²/s, or 0.303 nm²/s. Other common fits for boron give up to about twice this value at 950 °C, and L and Q scale with D. With the adopted value,

L = 0.303/0.02 ≈ 15.2 nm,
C(0) = 10¹⁸/0.2895 ≈ 3.45 × 10¹⁸ cm⁻³,
Q = 10¹⁸ × 2.454 × 15.17 × 10⁻⁷ ≈ 3.7 × 10¹² cm⁻².

The ratio C/C0 falls from 3.45 at the interface to 1.90, 1.33 and 1.12 at one, two and three diffusion lengths. L is about 110 lattice-plane spacings. A continuum description is reasonable here provided that the distance boron travels as a mobile defect, before it becomes substitutional again, is also short compared with L.

With immobile dopant in the silicide, the final decay depth is 15.17/(0.2895 × 0.7105) ≈ 74 nm. Reaching 90% of the steady peak takes 112 nm of consumed silicon and about 5600 s. A thinner reaction at these settings would end before the steady profile was established.

**9. Size of the neglected effects**

Silicide mixing delays the pileup. After 100 nm of silicon has been consumed, C(0)/C0 is 3.04 with immobile dopant and 2.65 with complete mixing; after 300 nm the values are 3.43 and 3.09. Estimate (10) gives 2.61 and 3.09 for the mixed case. Even at 300 nm, the mixed value is about 10% below the final 3.45. Which limit applies depends on the boron diffusivity in the silicide. The depth needed to reach 90% of the peak is 112 nm for immobile dopant. It is about 139, 229 and 301 nm for silicide diffusivities of 3 × 10⁻¹⁵, 3 × 10⁻¹⁴ and 3 × 10⁻¹³ cm²/s, and 317 nm for complete mixing. The immobile limit therefore requires boron to diffuse more slowly in the silicide than in the silicon, which should not be assumed for a real film at this temperature.

The rough intrinsic carrier density is 5.4 × 10¹⁸ cm⁻³. Equation (12) then multiplies D by 1.20 at C0 and by 1.79 at the peak. By (11) the excess dose rises by a factor of about 1.5, to about 5.5 × 10¹² cm⁻², while the peak is unchanged. The profile is no longer a single exponential, because D varies along it, and with immobile dopant in the silicide the depth needed to reach 90% of the peak grows from 112 nm to about 168 nm. Equation (12) assumes local neutrality; with Poisson's equation the dose factor is 1.44 to 1.49, depending on the field condition at the interface.

Band bending changes the tail even though it leaves C(0) fixed. Its size here is chosen for illustration. The screening length from carriers alone is 2.5 nm, or 0.17 L; counting mobile boron at the peak concentration shortens it to about 2.2 nm. With C(0) fixed, a boron potential energy of magnitude 0.05 eV at the interface changes the tail amplitude from 2.45 C0 to 1.06 C0 if boron is attracted, or to 4.66 C0 if it is repelled. The thin-layer formula (13) gives 1.15 C0 and 4.55 C0; the differences come from the finite ratio ℓ/L. These amplitudes keep D constant and impose the exponential potential. If D follows the hole density inside the layer, as supposed for (12), they become about 0.95 C0 and 4.97 C0.

**10. Limits of the example**

The example is deliberately slow and hot. It was chosen so that thermal boron diffusion gives a width the continuum model can describe. A real film held at 950 °C for this long may also break up into islands, and grain boundaries, dopant clustering and surface loss can change the balance. Point defects released by the reaction can also change D, and with it L and Q. None of these effects is estimated here.

At 500 °C and v = 0.5 nm/s, the same diffusion law gives D = 1.2 × 10⁻²³ cm²/s and a formal D/v of 2.5 × 10⁻⁹ nm. The lattice-plane spacing is about 0.14 nm, so the assumption L ≫ atomic spacing fails completely and (1) cannot be used. For L = 5 nm at this speed, D would have to be 2.5 × 10⁻¹⁴ cm²/s, about 2 × 10⁹ times the thermal value. A true pileup several nanometres wide under these conditions would therefore need transport other than ordinary thermal diffusion through silicon. A measured width can also come from interface roughness or limited depth resolution. The mere presence of a pileup would not establish (1), nor would a fitted exponential width by itself determine k. The numerical output lists the values used in both cases.

Calculated quantities

```
INPUTS (material values rough; k, v, C0 chosen)
temperature = 1223.15 K; kT = 0.1054 eV
boron D prefactor = 0.8 cm2/s
boron D activation energy = 3.5 eV
volume per Si atom = 0.0200 nm3
volume per Co atom = 0.0111 nm3
volume per CoSi2 unit = 0.0386 nm3
interface speed v = 0.020 nm/s
cobalt supply rate = 0.00555 nm/s
partition ratio k = 0.300
initial boron C0 = 1.00e+18 cm^-3
STEADY PILEUP
volume ratio beta = 0.9650; K = 0.2895
boron diffusivity D = 3.034e-15 cm2/s
diffusion length L = 15.17 nm
L / lattice-plane spacing = 111.5
peak ratio C(0)/C0 = 3.454
peak concentration = 3.454e+18 cm^-3
silicide concentration = 1.036e+18 cm^-3
excess dose = 3.722e+12 cm^-2
C/C0 at 1 L (15.2 nm) = 1.903
C/C0 at 2 L (30.3 nm) = 1.332
C/C0 at 3 L (45.5 nm) = 1.122
APPROACH TO STEADY STATE, FROZEN SILICIDE
final decay depth = 73.7 nm Si
depth for 90% of steady peak = 112.2 nm Si
time for 90% of steady peak = 5608 s
NEGLECTED EFFECTS
C(0)/C0 at 100 nm consumed: frozen 3.043, mixed 2.650, mixed estimate 2.610
C(0)/C0 at 300 nm consumed: frozen 3.429, mixed 3.092, mixed estimate 3.089
intrinsic carrier density = 5.36e+18 cm^-3
D(C)/D at C0 = 1.199
D(C)/D at peak = 1.793
excess-dose factor from D(C) = 1.485
screening length = 2.52 nm; over L = 0.166
band-bending energy tested = 0.050 eV
tail amplitude / C0, no bending = 2.454
tail amplitude / C0, boron attracted = 1.064
tail amplitude / C0, boron repelled = 4.657
COLD CASE, ORDINARY THERMAL DIFFUSION
temperature = 773.15 K; speed = 0.50 nm/s
boron diffusivity = 1.23e-23 cm2/s
formal D/v = 2.45e-09 nm
lattice-plane spacing = 0.136 nm
D needed for L = 5 nm: 2.50e-14 cm2/s
required enhancement = 2.04e+09
NUMERICAL CHECKS
largest steady-profile error / C0 = 1.2e-04
largest relative transient error = 1.5e-04
decay rate at K=0.1, per L consumed = 0.09001
```
